# Sticking probability from the pressure drop in a King–Wells experiment, part 2

A molecular beam delivers \(F\) molecules per second to a pumped chamber of volume \(V\). It strikes either an inert flag, from which every molecule rebounds, or a sample, which keeps a beam molecule at its first impact with sticking probability \(s\). The task is to find \(s\) from the pressure \(P=nk_BT\), where \(n\) is the number density of the beam gas, \(T\) its temperature and \(k_B\) the Boltzmann constant. The gas is well mixed and in molecular flow.

The pump speed is \(S\), the sample removes background gas with speed \(S_x\) (both volumes per unit time), and \(S_t=S+S_x\). Other sources supply \(Q\) molecules per second. Without desorption,

\[
V\frac{dn}{dt}=Q+F(1-s)-S_t n .
\tag{1}
\]

The steady densities are \(n_0=Q/S_t\) with the beam off and \(n_1=(Q+F)/S_t\) on the flag, with pressures \(P_0\) and \(P_1\). If \(P_2\) is the steady pressure with the beam on the sample,

\[
\boxed{R\equiv\frac{P_1-P_2}{P_1-P_0}=s.}
\tag{2}
\]

This requires that the whole beam meets the sample and that \(S_t\) and \(Q\) stay the same.

Now the sample fills. The flag opens at \(t=0\), and the signal is

\[
R(t)=\frac{P_1-P(t)}{P_1-P_0}.
\]

Tests follow single molecules in a sphere with diffusely scattering walls. The pump opening covers 5 % of the wall and the sample 2 %. The computed values also list steady faults. If the flag adsorbs a fraction \(s_f\) and only a fraction \(f\) of the beam meets the sample,

\[
R=1-\frac{1-fs}{1-s_f}
=\frac{1-s_f-1+fs}{1-s_f}
=\frac{fs-s_f}{1-s_f}.
\tag{3}
\]

If the sample is withdrawn for the flag reading and each base is subtracted separately,

\[
R=1-\frac{F(1-s)/(S+S_x)}{F/S}
=1-(1-s)\frac{S}{S+S_x}.
\tag{4}
\]

The example uses rough values for carbon monoxide on Pt(111) at 300 K: initial sticking 0.80 for beam and background, \(F=5.0\times10^{12}\) s⁻¹, a 0.10 cm² spot on a 1.00 cm² crystal face, \(V=30\) L, \(S=100\) L/s and \(P_0=2.0\times10^{-10}\) Torr. The clean crystal has \(S_x=9.52\) L/s, so \(S_t=109.5\) L/s and \(P_1-P_0=1.42\times10^{-9}\) Torr.

### The chamber takes time to respond

A sample that adsorbs also fills, so \(s\) changes during the measurement. Since \(n_1-n_0=F/S_t\), the definition of \(R\) gives \(n=n_1-(F/S_t)R\). This is inserted in the balance \(V\,dn/dt=Q+F(1-s)-S_tn\), with \(S_t\) constant:

\[
-\frac{VF}{S_t}\frac{dR}{dt}=Q+F-Fs-S_tn_1+FR .
\]

The flag reading satisfies \(S_tn_1=Q+F\), so three terms cancel. Division by \(-F\) leaves

\[
\boxed{s(t)=R(t)+\tau\frac{dR}{dt},\qquad \tau=\frac{V}{S_t}.}
\tag{5}
\]

The time \(\tau\) is the mean stay of a molecule in the gas. It can be measured in the same apparatus: when the beam is first admitted onto the flag, the balance makes the pressure approach \(P_1\) as \(1-e^{-t/\tau}\). This form, and the time-dependent results that follow, assume that the walls return every molecule at once and that the gauge responds much faster than \(\tau\). A molecule strikes the walls hundreds of times during its stay, so even a small wall sticking probability matters if the walls hold molecules for a time comparable to \(\tau\) or longer. The rise is then not a single exponential and (5) fails, while the steady result (2) still holds once the walls have come to balance. The shape of the flag rise shows whether the assumption is met.

For constant \(s\) and \(R(0)=0\), equation (5) gives \(R=s(1-e^{-t/\tau})\). The steady result is reached after several \(\tau\). For general \(s(t)\), multiplication by \(e^{t/\tau}/\tau\) turns the right-hand side into a total derivative,

\[
\frac{d}{dt}\left(Re^{t/\tau}\right)=\frac{s}{\tau}e^{t/\tau},
\qquad
R(t)=\frac1\tau\int_0^t s(t')e^{-(t-t')/\tau}dt'.
\tag{6}
\]

The signal is an average of the recent sticking probability, with a memory of length \(\tau\). At the instant of opening, \(R=0\) whatever the sample does, and (5) gives the initial slope \(dR/dt=s(0)/\tau\).

At a smooth maximum of \(R\), the derivative vanishes and \(R=s\) at that instant. The maximum is therefore a correct reading of a sample that has already begun to fill. If \(s\) falls with coverage, it lies below the initial value.

Recovering \(s\) through (5) amplifies noise. If readings at spacing \(h\) have independent errors \(\sigma\), the central difference \([R(t+h)-R(t-h)]/(2h)\) has error \(\sqrt2\,\sigma/(2h)\). The derivative term then contributes an error \(\sigma\tau/(\sqrt2\,h)\), which is large when \(h\ll\tau\). If this error is too large for the purpose, the data can be smoothed, at the cost of time resolution, or (6) can be fitted to them.

### Counting the adsorbed molecules

The number adsorbed from the beam up to time \(t\) is the integral of \(Fs\). By (5) and \(R(0)=0\),

\[
N_{\rm ads}(t)=F\int_0^t s\,dt'
=F\left[\int_0^tR\,dt'+\tau R(t)\right].
\tag{7}
\]

No derivative is needed. The last term counts molecules that have already stuck but whose absence from the gas has not yet been fully felt at the pump. It vanishes when \(R\) has returned to zero. If \(S_t\) has stayed constant and nothing has desorbed, the area under the signal then gives the whole uptake from the beam. Unlike \(R\) itself, this number requires a calibrated beam flux \(F\).

### Langmuir filling

A simple filling law lets the signal be written in closed form. Let the beam spot have area \(A_s\) and a saturation density \(N_{\rm sat}\) of adsorbed molecules, and let \(\Theta\) be its coverage as a fraction of saturation. If a molecule sticks with probability \(s_0\) on an empty place and is reflected from a filled one, \(s=s_0(1-\Theta)\). With filling by the beam alone,

\[
N_{\rm sat}A_s\frac{d\Theta}{dt}=Fs_0(1-\Theta).
\]

For an initially clean spot the solution is

\[
1-\Theta=e^{-kt},\qquad s=s_0e^{-kt},\qquad
k=\frac{s_0F}{N_{\rm sat}A_s}.
\]

Inserting this in (6), with \(x=k\tau\), gives

\[
R(t)=\frac{s_0}{\tau}e^{-t/\tau}\int_0^te^{(1/\tau-k)t'}dt'
=s_0\,\frac{e^{-kt}-e^{-t/\tau}}{1-x}.
\tag{8}
\]

At the maximum, \(ke^{-kt}=\tau^{-1}e^{-t/\tau}\), or \(e^{t(1/\tau-k)}=1/x\). The time and height of the maximum are therefore

\[
t_*=\tau\,\frac{\ln(1/x)}{1-x},\qquad
R_*=s_0e^{-kt_*}=s_0\,x^{x/(1-x)}.
\tag{9}
\]

The height follows from \(R_*=s(t_*)\). For \(x\to0\) the chamber responds much faster than the sample fills, and \(R_*\to s_0\). For \(x\to1\), \(\ln x/(1-x)\to-1\) and \(R_*\to s_0/e\), so the maximum is then a poor measure of the initial sticking.

For \(x<1\) the second exponential in (8) dies first. A straight line through the late part of \(\ln R\), extended back to \(t=0\), gives \(s_0/(1-x)\), which is too high. The cause is the delay of the signal. Reading the extended line at \(t=\tau\) instead gives

\[
\frac{s_0e^{-x}}{1-x}
=s_0\left(1-x+\frac{x^2}{2}+\cdots\right)\left(1+x+x^2+\cdots\right)
=s_0\left(1+\frac{x^2}{2}+\cdots\right),
\]

so the first-order error is removed.

The transient was tested with the molecules traced in the spherical chamber, for \(s_0=0.60\) and \(x=0.2\). The signal was summed from their individual stays at 0.5, 1, 2 and 5 times \(\tau\). The largest difference from (8) was 0.004 in \(R\), so one exponential memory describes this chamber well.

Equations (5) and (7) do not depend on the Langmuir law. They were also tested with the assumed precursor-type law

\[
s=s_0\frac{1-\Theta}{1+(K-1)\Theta},\qquad K=0.2,
\tag{10}
\]

where a small \(K\) represents molecules that reach a filled place and can still find an empty one. Pressure and coverage were integrated numerically with the beam and chamber values of the example. The sticking recovered by (5) agreed with the value set by the coverage to better than 0.001, and the uptake from (7) after 5 s agreed with the coverage to better than 0.1 % of the uptake.

### Desorption changes what is measured

If the sample returns \(r_d\) molecules per second to the gas, the balance gains a term \(+r_d\). It enters beside \(-Fs\), so the steps that led to (5) now give

\[
R+\tau\frac{dR}{dt}=s-\frac{r_d}{F}.
\tag{11}
\]

The signal measures net uptake. If the sample's background pumping stays constant, \(R\) goes to zero when adsorption from the beam and desorption balance, although molecules continue to stick. In a test with law (10), constant background pumping and a desorption rate constant of 0.05 s⁻¹, \(R\) had fallen to 0.0000 after 120 s while \(s\) was still 0.53. On a real sample the background pumping can fall during the measurement, and \(R\) can then even become negative. A vanishing signal therefore does not prove that the sticking probability is zero. If the sample is still clean when the flag opens, \(r_d=0\) at that moment, and the early signal then carries the information on \(s_0\). Gas taken up from the background during the flag reading must therefore be negligible.

### The example in time

The example has \(s_0=0.80\), \(F=5.0\times10^{12}\) s⁻¹, \(A_s=0.10\) cm² and \(N_{\rm sat}=7.5\times10^{14}\) cm⁻². The spot holds \(7.5\times10^{13}\) molecules at saturation, so

\[
\frac1k=\frac{7.5\times10^{13}}{0.80\times5.0\times10^{12}\ \mathrm{s^{-1}}}
=18.75\ \mathrm{s},\qquad
\tau=\frac{30\ \mathrm{L}}{109.5\ \mathrm{L/s}}=0.274\ \mathrm{s}.
\]

Their ratio is \(x=0.0146\). Equation (9) puts the maximum at 1.17 s with \(R_*=0.751\). Although the chamber responds nearly seventy times faster than the spot fills, the maximum is 6 % below \(s_0\). The logarithm in (9) is responsible: the signal needs about four response times to reach its maximum, and the spot fills meanwhile. Extending the late signal back to \(t=0\) gives 0.812, which is 1.5 % above \(s_0\).

A fuller calculation drops the assumption of constant pumping. Background gas now fills the whole crystal, both in the spot and outside it, and the crystal's pumping speed falls as it fills. Desorption is included, and the beam stays on the flag for 10 s before it opens. Langmuir filling is kept. The recovered values use (5) with the constant \(\tau\) of the clean crystal.

| Time (s) | True \(s\) | \(R\) | Recovered \(s\) |
|---:|---:|---:|---:|
| 0.1 | 0.791 | 0.242 | 0.790 |
| 0.3 | 0.782 | 0.524 | 0.782 |
| 1.0 | 0.753 | 0.743 | 0.753 |
| 3.0 | 0.677 | 0.686 | 0.676 |
| 10.0 | 0.465 | 0.469 | 0.462 |
| 20.0 | 0.272 | 0.270 | 0.266 |

At 0.1 s the raw signal is less than a third of the true sticking, while the recovered value is close to it. The maximum is now 0.746 instead of 0.751. The background flux during the flag reading is 0.0124 of the beam flux, so 10 s of waiting fills about \(0.0124\times10/18.75=0.0066\) of the spot. This lowers \(s\) by \(0.80\times0.0066\approx0.005\), which accounts for nearly all of the difference.

The later errors come from the falling pumping speed. Let \(S_1\) be the total speed at the flag reading and \(S_2\) its value later. When the density follows slowly changing conditions,

\[
n_1=\frac{Q+F}{S_1},\qquad n=\frac{Q+F(1-s)}{S_2}.
\]

With the measured rise \(F/S_1\) in the denominator of \(R\),

\[
R=\frac{S_1}{F}(n_1-n)
=s-\left(\frac{S_1}{S_2}-1\right)\left(\frac QF+1-s\right).
\tag{12}
\]

A crystal that pumps less makes the background pressure rise, and this reduces the apparent sticking. At 60 s the spot coverage is 0.9608, so the true sticking is \(0.80\times(1-0.9608)=0.0314\), whereas \(R=0.0198\). The filled spot has lost about \(0.10\times9.52\times0.96=0.91\) L/s, which makes \(S_1/S_2-1\approx0.0084\). With \(Q/F=P_0/(P_1-P_0)=0.14\), equation (12) gives a reduction of \(0.0084\times1.11=0.009\). This is most of the difference of 0.0116. The slow filling of the rest of the crystal acts in the same direction.

During the first 20 s the recovered \(s\) is wrong by at most 0.006 in absolute terms. The error matters more for the integrated uptake: at 60 s equation (7) gives a spot coverage of 0.918, compared with the true 0.961. The reduced \(R\) contributes to the shortfall. So do molecules that reached the spot from the background, because (7) counts uptake from the beam alone. The late signal should therefore be compared with a new flag reading on the filled sample, which has the same reduced pumping speed.

### The real case and the choice of conditions

Carbon monoxide sticks to clean Pt(111) with high probability near room temperature, and the assumed 0.80 and the saturation density are rough values of the right size. The chamber, beam and pump values describe a modest ultrahigh-vacuum apparatus. Langmuir filling is a crude assumption here, because the sticking of this gas falls more slowly at low coverage than \(1-\Theta\). With law (10) and \(K=0.2\), the maximum in the fuller calculation moves from 0.746 to 0.784, closer to \(s_0\). The value of \(K\) is assumed, so this shift shows the sensitivity to the filling law and is not a prediction for platinum.

Desorption was given a rough energy \(E_d=1.30\) eV and a prefactor \(\nu=10^{13}\) s⁻¹. The rate constant \(k_d=\nu e^{-E_d/k_BT}\) is then of order \(10^{-9}\) s⁻¹ at 300 K, negligible during the measurement as long as this energy applies. A full spot desorbs at 1 % of the beam rate when \(k_dN_{\rm sat}A_s=0.01F\), or \(k_d=6.7\times10^{-4}\) s⁻¹. Solving for the temperature,

\[
T=\frac{E_d}{k_B\ln(\nu/k_d)}=405\ \mathrm{K}.
\]

Repulsion between adsorbed molecules lowers the desorption energy at high coverage, and this would bring the limit to a lower temperature. At fixed prefactor the limit is proportional to \(E_d\), so 1.0 eV would place it at 312 K. The neglect of desorption at 300 K is therefore safe at low coverage but not assured near saturation.

The choice of pump is a compromise. At fixed \(F\), \(V\) and \(T\), both the pressure rise \(Fk_BT/S_t\) and the response time \(V/S_t\) are inversely proportional to \(S_t\). A faster pump follows the filling more closely but leaves a smaller signal to measure. A weaker beam on the same spot reduces \(x\) by slowing the filling, also at the cost of signal. At fixed total beam rate, a larger spot reduces \(x\) without reducing the pressure rise, provided that the whole beam still meets the sample and the crystal's total area is unchanged. This improves the reading of \(s_0\) but worsens the late signal and the uptake. The pumping speed lost by the filled spot in (12) grows in proportion to the spot area, and so does the ratio of background flux to beam flux, which rises from 0.0124 to 0.124 if the spot covers the whole face. The numerical output gives the remaining digits of the example.

## Computed values

```
PARTICLE TRACING (unit sphere)
set sticking 0.60, traced pressure ratio R 0.6025
mean stay: traced/formula 0.9994
share still gas after tau 0.3683, 1/e 0.3679
flag sticking 0.10, beam share on sample 0.90
  R traced 0.4857, formula 0.4889
sample withdrawn in flag reading: R traced 0.6798, formula 0.6774
largest transient difference in R 0.0039
EXAMPLE INPUTS (rough, regime of CO on Pt(111))
temperature 300 K, initial sticking 0.80
beam 5.0e+12 molecules/s, spot 0.10 cm2, crystal 1.00 cm2
saturation 7.50e+14 molecules/cm2
volume 30 L, pump speed 100 L/s
base partial pressure 2.00e-10 Torr
desorption energy 1.30 eV, prefactor 1e+13 1/s
EXAMPLE, CONSTANT PUMPING AND LANGMUIR FILLING
mean molecular speed 476.2 m/s
sample pumping speed 9.52 L/s, total 109.52 L/s
pressure rise on flag 1.418e-09 Torr = 1.891e-07 Pa
flag pressure 1.618e-09 Torr
steady drop for s0 1.135e-09 Torr
same drop / total flag pressure 0.7011
response time tau 0.2739 s, filling time 1/k 18.75 s
x = k tau 0.01461
peak R 0.7514 at 1.175 s
late signal extrapolated to t=0: 0.8119
FULLER MODEL: time s, true s, R, recovered s
  0.1  0.7906  0.2423  0.7903
  0.3  0.7821  0.5237  0.7819
  1.0  0.7533  0.7433  0.7531
  3.0  0.6768  0.6862  0.6761
 10.0  0.4648  0.4692  0.4622
 20.0  0.2715  0.2701  0.2660
peak R 0.7461 at 1.17 s
largest error of recovered s in first 20 s 0.0055
R after 60 s 0.0198
spot coverage at 60 s / saturation: true 0.9608, from R 0.9182
peak R, precursor-type filling (parameter 0.2) 0.7845
SIZE OF OTHER EFFECTS
background flux / beam flux 0.0124
steady R, flag sticking 0.01: 0.7980
steady R, 5 % of beam misses: 0.7600
steady R, sample withdrawn in flag reading: 0.8174
mean free path (diameter 0.38 nm) 29.9 km
desorption rate constant at 300 K 1.45e-09 1/s
full spot desorbs 1 % of beam rate at 405 K
desorption test, rate constant 0.05 1/s, after 120 s: R 0.0000, s 0.5346
```
